# Read–Shockley energy of a low-angle tilt boundary

Two neighbouring grains in a metal line may be tilted against each other by a few degrees, about an axis that lies in their common boundary. Most atoms near this boundary can keep nearly perfect surroundings if the misfit is gathered into separate lines, at each of which one or more extra atomic planes end. These lines are edge dislocations. A larger angle needs more of them, so one might expect the boundary energy to grow in proportion to the angle. But each dislocation carries a long-range strain field, and its neighbours alter that field. How does the energy per area depend on the tilt angle?

## Assumptions and theorem

The boundary is the plane \(x=0\). The dislocation lines run along \(z\), the common tilt axis, and cross the \(xy\) plane at \((0,nD)\), with \(n\) any integer. Their Burgers vectors have length \(b\) and point along \(x\). I assume:

1. The crystal outside the cores is linear, isotropic and in plane strain, with shear modulus \(\mu\) and Poisson ratio \(\nu\).
2. The wall is long and evenly spaced, and no external stress acts.
3. Elasticity is used outside a radius \(r_0\) around each line, with \(r_0\ll D\). The energy inside \(r_0\) does not depend on \(D\).

Define
\[
K=\frac{\mu b}{2\pi(1-\nu)},\qquad E_0=\frac K2=\frac{\mu b}{4\pi(1-\nu)} .
\]

**Theorem.** For small tilt angle \(\theta\), in radians, and fixed \(r_0/b\), the boundary energy per area is, to leading order,
\[
\gamma(\theta)=E_0\,\theta\,(A-\ln\theta),\qquad
A=1+\ln\frac{b}{2\pi r_0}+\frac{E_c}{E_0b}.
\]
Here \(E_c\) is a core energy per length of line: the energy inside \(r_0\) plus a constant surface term found in Lemma 4.

## Lemma 1: one dislocation

Let \(r^2=x^2+y^2\), and let \(\varphi\) run from \(0\) to \(2\pi\) with a cut along the positive \(x\) axis. The displacements
\[
u=\frac b{2\pi}\left[\varphi+\frac{xy}{2(1-\nu)r^2}\right],
\]
\[
v=-\frac b{2\pi}\left[\frac{1-2\nu}{2(1-\nu)}\ln\frac rb+\frac{x^2-y^2}{4(1-\nu)r^2}\right]
\]
describe an edge dislocation at the origin, with
\[
\sigma_{xy}=K\frac{x(x^2-y^2)}{r^4},\quad
\sigma_{xx}=-K\frac{y(3x^2+y^2)}{r^4},\quad
\sigma_{yy}=K\frac{y(x^2-y^2)}{r^4}.
\]

*Proof.* One anticlockwise circuit raises \(u\) by \(b\) and leaves \(v\) unchanged. Differentiation gives
\[
\partial_yu=\frac b{2\pi}\left[\frac x{r^2}+\frac{x(x^2-y^2)}{2(1-\nu)r^4}\right],
\]
\[
\partial_xv=-\frac b{2\pi}\left[\frac{(1-2\nu)x}{2(1-\nu)r^2}+\frac{xy^2}{(1-\nu)r^4}\right].
\]
Put the sum over the denominator \(2(1-\nu)r^4\). The bracket is
\[
2(1-\nu)r^2+x^2-y^2-(1-2\nu)r^2-2y^2=2(x^2-y^2),
\]
and \(\sigma_{xy}=\mu(\partial_yu+\partial_xv)\) has the stated form. For the normal stresses,
\[
\partial_xu=-\frac b{2\pi}\left[\frac y{r^2}+\frac{y(x^2-y^2)}{2(1-\nu)r^4}\right],
\]
\[
\partial_yv=-\frac b{2\pi}\left[\frac{(1-2\nu)y}{2(1-\nu)r^2}-\frac{x^2y}{(1-\nu)r^4}\right],
\]
so the dilatation is
\[
e=\partial_xu+\partial_yv=-\frac{b(1-2\nu)}{2\pi(1-\nu)}\frac y{r^2}.
\]
With \(\lambda=2\mu\nu/(1-2\nu)\), Hooke's law gives
\[
\sigma_{xx}=\lambda e+2\mu\,\partial_xu=-\frac{Ky}{r^4}\left[2\nu r^2+2(1-\nu)r^2+x^2-y^2\right],
\]
which is the stated \(\sigma_{xx}\). Finally \(\sigma_{xx}+\sigma_{yy}=2(\lambda+\mu)e=-2Ky/r^2\) yields \(\sigma_{yy}\).

The three stresses are \(\partial_y^2\chi\), \(\partial_x^2\chi\) and \(-\partial_x\partial_y\chi\) for \(\sigma_{xx}\), \(\sigma_{yy}\) and \(\sigma_{xy}\), with \(\chi=-Ky\ln r\). Equilibrium then follows from the equality of mixed derivatives. On a circle with normal \(\hat r\) the traction is \((K/r)(-\sin2\varphi,\cos2\varphi)\). Its integral over \(\varphi\) vanishes, so no net force acts on the core. ∎

## Lemma 2: the wall produces a tilt

The lattice rotation of one dislocation is \(\omega=\tfrac12(\partial_xv-\partial_yu)\). The same derivatives give
\[
\omega=-\frac{b\,x}{8\pi(1-\nu)r^4}\left[(1-2\nu)r^2+2y^2+2(1-\nu)r^2+x^2-y^2\right]
=-\frac b{2\pi}\frac x{r^2},
\]
because the bracket equals \(4(1-\nu)r^2\).

To sum over the wall, start from the product \(\sinh s=s\prod_{n\ge1}(1+s^2/n^2\pi^2)\). Its logarithmic derivative is \(\coth s=1/s+\sum_{n\ge1}2s/(s^2+n^2\pi^2)\). With \(s=\pi z/D\) and \(z=x+iy\), pairing \(n\) with \(-n\), this becomes
\[
\sum_n\frac1{z-inD}=\frac\pi D\coth\frac{\pi z}D .
\]
Let \(Y_n=y-nD\). Each term on the left is \((x-iY_n)/(x^2+Y_n^2)\). Separating real and imaginary parts,
\[
Q\equiv\sum_n\frac x{x^2+Y_n^2}=\frac\pi D\,\frac{\sinh(2\pi x/D)}{\cosh(2\pi x/D)-\cos(2\pi y/D)},
\]
\[
P\equiv\sum_n\frac{Y_n}{x^2+Y_n^2}=\frac\pi D\,\frac{\sin(2\pi y/D)}{\cosh(2\pi x/D)-\cos(2\pi y/D)}.
\]
The wall's rotation is \(-(b/2\pi)Q\). It tends to \(+b/2D\) on the far left and \(-b/2D\) on the far right. The tilt angle is the magnitude of the difference between these two rotations:
\[
\theta=\frac bD .
\]
This is the small-angle form of a geometrical relation. A length \(L\) of boundary, referred to two lattices turned by \(\pm\theta/2\), fails to close by \(2L\sin(\theta/2)\). The \(L/D\) dislocations supply \(Lb/D\), so \(D=b/[2\sin(\theta/2)]\). The relative difference from \(b/\theta\) is of order \(\theta^2/24\). ∎

## Lemma 3: neighbours screen the stress

The stresses of Lemma 1 can be written with \(x/r^2\), \(y/r^2\) and their \(x\) derivatives. For example, \(\partial_x(x/r^2)=(y^2-x^2)/r^4\). Summation gives
\[
\sigma_{xy}=-Kx\,\partial_xQ,\qquad
\sigma_{xx}=-K(P-x\,\partial_xP),\qquad
\sigma_{yy}=-K(P+x\,\partial_xP).
\]
For \(|x|\gg D\), both \(P\) and \(\partial_xQ\) fall as \(e^{-2\pi|x|/D}\), apart from constant factors. All stresses therefore decay exponentially, although the rotation remains. On the slip plane \(y=0\), \(Q=(\pi/D)\coth(\pi x/D)\), and hence
\[
\sigma_{xy}(x,0)=K\left(\frac\pi D\right)^2\frac x{\sinh^2(\pi x/D)} .
\]
Near the line this is \(K/x\), the stress of an isolated dislocation. At \(x=D\) the ratio to the isolated value is \(\pi^2/\sinh^2\pi=0.074\). ∎

## Lemma 4: energy as work on the slip plane

Consider the cell \(|y|<D/2\) without the disc \(r<r_0\), cut along \(y=0\), \(x>r_0\). Per length of line, its elastic energy is
\[
W=\frac b2\int_{r_0}^{\infty}\sigma_{xy}(x,0)\,dx+W_s,
\]
where, up to corrections of relative order \((r_0/D)^2\),
\[
W_s=-E_0b\,\frac{1-2\nu}{4(1-\nu)} .
\]

*Proof.* Since \(\partial_j\sigma_{ij}=0\), the energy \(\tfrac12\int\sigma_{ij}\partial_ju_i\,dS\) becomes half the integral of traction times displacement over the boundary of the cut cell. There are four parts.

*Far ends.* The stress is exponentially small and the displacement grows at most linearly, so the contribution vanishes.

*Faces \(y=\pm D/2\).* The stresses on the two faces are equal and the outward normals opposite, so the displacement difference \(\Delta\) between the faces is what counts. Displacement gradients have period \(D\) in \(y\), which gives \(d\Delta/dx=0\): \(\Delta\) is a constant vector. Its \(x\) component multiplies \(\int\sigma_{xy}(x,D/2)\,dx\), which is zero because the integrand is odd in \(x\). Its \(y\) component multiplies \(\sigma_{yy}\), which is zero there because \(P=0\) on this line.

*Cut.* The material above the cut has outward normal \(-y\), hence traction \(-\sigma_{xy}\) along \(x\). The material below has traction \(+\sigma_{xy}\) and a displacement larger by \(b\). The sum is \(\tfrac b2\int\sigma_{xy}\,dx\). The factor one half is present because stress grows in proportion to slip.

*Core surface.* The outward normal of the material is \(-\hat r\), so its own dislocation gives the traction \((K/r_0)(\sin2\varphi,-\cos2\varphi)\). Constant displacements do no work, since the net force is zero. The remainder gives
\[
W_s=\frac{Kb}{4\pi}\int_0^{2\pi}\left[\varphi\sin2\varphi+\frac{\sin^22\varphi+\cos^22\varphi}{4(1-\nu)}\right]d\varphi
=\frac{Kb}{4\pi}\left[-\pi+\frac{\pi}{2(1-\nu)}\right].
\]
With \(K=2E_0\) this is the stated value. As for the neighbours, \((\pi/D)\coth(\pi z/D)-1/z=\pi^2z/3D^2+\dots\), so their strain and rotation near the core are of order \(br/D^2\). Apart from a constant, their displacement is of order \(br^2/D^2\). Both change \(W_s\) by relative order \((r_0/D)^2\). ∎

## Proof of the theorem

Substitute \(\eta=\pi x/D\) and \(h=\pi r_0/D\). The two factors \(\pi/D\) cancel against \(x\,dx=(D/\pi)^2\eta\,d\eta\), and
\[
\int_{r_0}^\infty\sigma_{xy}\,dx=K\int_h^\infty\frac{\eta\,d\eta}{\sinh^2\eta}
=K\Big[-\eta\coth\eta+\ln\sinh\eta\Big]_h^\infty .
\]
The antiderivative is confirmed by differentiation: the two \(\coth\eta\) terms cancel. At large \(\eta\), \(\coth\eta\to1\) and \(\ln\sinh\eta\to\eta-\ln2\), so the upper limit gives \(-\ln2\). Therefore
\[
\int_{r_0}^\infty\sigma_{xy}\,dx=K\left[h\coth h-\ln(2\sinh h)\right].
\]
For small \(h\), \(h\coth h=1+h^2/3+\dots\) and \(\ln(2\sinh h)=\ln(2h)+h^2/6+\dots\), so the bracket is \(1-\ln(2h)+O(h^2)\).

Multiply by \(b/2\), use \(Kb/2=E_0b\), and collect \(W_s\) and the energy inside \(r_0\) in \(E_c\). The energy per length of one dislocation in the wall is
\[
E_{\rm disl}=E_0b\left[1-\ln\frac{2\pi r_0}D\right]+E_c .
\]
There is one dislocation per height \(D\), so \(\gamma=E_{\rm disl}/D\). With \(D=b/\theta\),
\[
\gamma=\frac\theta b\left\{E_0b\left[1+\ln\frac b{2\pi r_0}-\ln\theta\right]+E_c\right\}
=E_0\theta(A-\ln\theta).\qquad∎
\]

## Remarks

**Origin of the two factors.** The factor \(\theta\) counts dislocations. The term \(-\ln\theta\) is the part of each one's energy that depends on the angle: its strain field extends farther when the spacing is larger. Since \(1-\ln(2\pi r_0/D)=\ln[eD/(2\pi r_0)]\), the slip-plane work equals that of an isolated dislocation integrated out to \(R=eD/2\pi\), a little under half the spacing.

**What elasticity leaves open.** The prefactor and the logarithm follow from elastic constants and \(b\). The constant \(A\) also needs the core. The choice of \(r_0\) is bookkeeping as long as it lies in the elastic region and is small compared with \(D\): raising it to \(r_0'\) adds \(E_0b\ln(r_0'/r_0)\) to \(E_c\), and \(A\) is unchanged.

**Small angles.** The slope \(d\gamma/d\theta=E_0(A-1-\ln\theta)\) diverges logarithmically as \(\theta\to0\), although \(\gamma\) itself vanishes. Within the formula, replacing two parallel walls of angle \(\theta/2\), tilted in the same sense, by one of angle \(\theta\) saves
\[
2\gamma(\theta/2)-\gamma(\theta)=E_0\theta\left[A-\ln\frac\theta2-A+\ln\theta\right]=E_0\theta\ln2 .
\]
The number of dislocations is the same before and after; the gain comes from closer screening. It requires the two sets of dislocations to interleave into an evenly spaced wall; for nearly aligned rows, merging costs energy instead.

**The formal maximum.** The slope vanishes at \(\theta_m=e^{A-1}\), where \(\gamma_m=E_0\theta_m\). The second derivative, \(-E_0/\theta\), is negative. Inserting \(A=1+\ln\theta_m\) gives
\[
\frac\gamma{\gamma_m}=\frac\theta{\theta_m}\left(1-\ln\frac\theta{\theta_m}\right).
\]
This is convenient for fitting, but \(\theta_m\) may lie where \(r_0\ll D\) fails.

## Example in the regime of aluminium

Aluminium has served as an interconnect metal. Its elastic anisotropy is weak, which suits the model. The splitting of its dislocations, sized below, has little effect on the angle dependence at a few degrees, but not at the largest angles in the table. I take the round values \(\mu=26\) GPa, \(\nu=0.35\) and \(b=0.29\) nm, roughly those of aluminium. The core is a model choice: \(r_0=b\) and \(E_c=1.20\) eV/nm. Then
\[
E_0=\frac{(26\times10^9)(0.29\times10^{-9})}{4\pi(0.65)}=0.923\ \mathrm{J/m^2},
\]
and \(E_0b=1.671\) eV/nm. The core term is \(1.20/1.671=0.718\), so
\[
A=1-\ln2\pi+0.718=-0.120 .
\]
At \(5^\circ\), \(\theta=0.0873\) and \(A-\ln\theta=2.319\). The spacing is \(D=0.29/(2\sin2.5^\circ)=3.32\) nm, and
\[
\gamma=0.923\times0.0873\times2.319=0.187\ \mathrm{J/m^2}=1.17\ \mathrm{eV/nm^2}.
\]

| Angle | \(D\) (nm) | \(\gamma\) (J/m²) |
|---|---:|---:|
| 1° | 16.6 | 0.063 |
| 2° | 8.3 | 0.104 |
| 5° | 3.3 | 0.187 |
| 10° | 1.7 | 0.262 |
| 15° | 1.1 | 0.295 |

From 1° to 10° the dislocation density rises tenfold, but the energy about fourfold. Merging two 2.5° walls into one 5° wall saves 0.056 J/m². The formal maximum is 0.30 J/m² at 18.7°. There \(2r_0/D\approx2\theta_m=0.65\), so the core discs fill about two thirds of the spacing and the maximum is not a secure prediction.

**Finite core size.** To size this error, I integrated the strain-energy density
\[
\frac1{4\mu}\left[(1-\nu)(\sigma_{xx}^2+\sigma_{yy}^2)-2\nu\sigma_{xx}\sigma_{yy}+2\sigma_{xy}^2\right]
\]
over the cell outside \(r_0\) by Gauss quadrature, with the wall stresses summed numerically. I added the fixed inner energy \(E_c-W_s\), with the limiting \(W_s=-0.115\,E_0b\), and divided by the finite-angle spacing. Relative to the formula, the energy rises by 0.01% at 1°, 0.6% at 5° and 10% at 15°. Changes inside the cores are not included.

**Splitting into partials.** For lines along \([11\bar2]\), each dislocation can split on its slip plane into two partials with edge parts \(b/2\) and screw parts \(\pm b/(2\sqrt3)\). With a rough stacking-fault energy \(\Gamma=0.15\) J/m², the balance of forces for an isolated pair gives
\[
d=\frac{\mu b^2}{2\pi\Gamma}\left[\frac1{4(1-\nu)}-\frac1{12}\right]=0.70\ \mathrm{nm}.
\]
The partials then lie 0.35 nm from the centre, just outside \(r_0\). For a split dislocation, \(E_c\) must therefore be read as an effective core energy: added to the elastic energy of the unsplit line outside \(r_0\), it gives the total energy of the isolated split one. In the wall, neighbours weaken the edge repulsion and strengthen the screw attraction, which adds
\[
\frac{\mu b^2}{2\pi}\int_0^d\left[\frac{\frac1x-\frac{\pi^2x}{D^2\sinh^2(\pi x/D)}}{4(1-\nu)}+\frac{\frac\pi D\coth\frac{\pi x}D-\frac1x}{12}\right]dx
\]
per length. With \(d\) held fixed, numerical integration gives 1.8% of the energy at 5°, but 9% at 10° and 24% at 15°, where \(d\) is no longer small compared with \(D\). These are upper bounds within the model: letting \(d\) relax in the wall narrows it to 0.59, 0.46 and 0.37 nm and lowers the additions to 1.6%, 6% and 14%.

**Comparison with a real line.** The core energy was chosen, not computed, and \(\gamma\) is sensitive to it: at 5°, an illustrative shift of \(E_c\) by 0.3 eV/nm changes \(\gamma\) by 7.7%, and the true value may differ from 1.20 eV/nm by more than that. An assumed modulus loss of 0.05% per kelvin lowers it by 5% between 300 and 400 K, with \(\nu\) and \(A\) held fixed. In a line 100 nm wide, the wall ends at the two sides of the line. Suppose these sides are free of traction and lie midway between dislocation sites. There the infinite wall has \(\sigma_{yy}=0\), so only its shear stress must be removed. That stress is odd in \(x\), extends over a length of about \(D\), and has no net force or moment, so the resulting change in stress falls as the inverse square of depth beyond a few \(D\), and its energy is concentrated near the side. The relative energy error then scales as \(D/\text{width}\), which is 3.3% at 5°, times a small numerical factor. Treating each side as the surface of a half-space, removing the shear releases about \(0.07\,E_0b\) per side, which lowers the energy by about 0.2%. The dislocation lines also end at the top and bottom of the metal line, where plane strain fails; that effect is not estimated here. Sides held by a stiff surrounding layer can leave long-range stresses, which are not estimated here. A real line may also contain high-angle boundaries, to which this derivation does not apply, and solutes at the boundary, whose effect is not estimated here. Taking only the effects sized here, the formula gives an estimate at a few degrees with an uncertainty nearer ten per cent than one.
